# Fixing the zero of surface potential from inverse-square depletion capacitance

Consider uniformly doped p-type silicon under an oxide, biased so that holes are driven from the surface. In a mean-field description with classical holes and fully ionized acceptors, four quantities determine the capacitance per area $C_D$ of this depleted layer: the permittivity $\varepsilon$, the acceptor charge density $qN$, the thermal voltage $kT/q$, and the surface band bending $\psi_s$. Here $q>0$ is the elementary charge, and $\psi_s$ is the potential at the surface relative to the neutral bulk, positive in depletion. The first three quantities form one length,

$$L=\sqrt{\frac{\varepsilon kT}{q^2N}},$$

and one voltage, $kT/q$. Dimensional analysis therefore requires

$$\frac{1}{C_D^2}=\frac{L^2}{\varepsilon^2}\,g(u_s),\qquad u_s=\frac{q\psi_s}{kT},$$

with $g$ a pure function. For a sharp-edged depleted layer of width $W$, the potential drop is $qNW^2/2\varepsilon$ and $C_D=\varepsilon/W$, so $g=2u_s$. If a smooth edge adds a constant to this law, the straight line must become $g=2(u_s-c)$, with $c$ a pure number. The line then meets zero at $c\,kT/q$, whatever the doping. It remains to find $c$.

This number matters because a surface potential obtained by integrating a capacitance curve contains an undetermined constant. Let $V$ be the gate voltage, $C_{ox}$ the oxide capacitance per area, $Q_s$ the silicon charge per area and $Q_{it}$ the charge in interface states, counted from its flat-band value. Fixed oxide charge and the work-function difference are contained in the flat-band voltage $V_{FB}$. The voltage divides between silicon and oxide as

$$V=V_{FB}+\psi_s-\frac{Q_s+Q_{it}}{C_{ox}}.$$

The gate charge $Q_G$ balances all charge below it, so $dQ_G=-(dQ_s+dQ_{it})$. If the bias changes slowly enough for carriers and interface states to stay in equilibrium, the measured capacitance is $C_{LF}=dQ_G/dV$. Hence

$$dV=d\psi_s+\frac{dQ_G}{C_{ox}}=d\psi_s+\frac{C_{LF}}{C_{ox}}\,dV,$$

and, after collecting the terms in $dV$ and integrating from a starting voltage $V_0$,

$$\psi_s(V)=\psi_s(V_0)+\psi_{rel}(V),\qquad \psi_{rel}(V)=\int_{V_0}^{V}\left(1-\frac{C_{LF}}{C_{ox}}\right)dV'.$$

No model of the interface states was needed, but $\psi_s(V_0)$ is unknown. The depletion capacitance can supply it, because $C_D$ depends on the absolute band bending.

To find $g$, let $x$ run from the interface into the silicon, and let $u(x)$ be the local potential in units of $kT/q$, with $u=0$ in the bulk. The hole density is $p=Ne^{-u}$ and the charge density is $q(p-N)$; electrons are left out for now. Poisson's equation reads

$$\frac{d^2\psi}{dx^2}=\frac{qN}{\varepsilon}\left(1-e^{-u}\right)
\quad\Longrightarrow\quad
L^2\frac{d^2u}{dx^2}=1-e^{-u}.$$

Multiplication by $du/dx$ turns both sides into derivatives:

$$\frac{d}{dx}\left[\frac{L^2}{2}\left(\frac{du}{dx}\right)^2\right]=\frac{d}{dx}\left(u+e^{-u}\right).$$

In the bulk the field vanishes and $u+e^{-u}=1$. Integrating from there to the surface gives

$$L^2\left(\frac{du}{dx}\right)_0^2=2\left(u_s-1+e^{-u_s}\right).$$

The term $-1$ is the bulk value of $e^{-u}$, and so it comes from the holes. It will become the offset. In depletion the potential falls into the silicon, so $du/dx<0$ at the surface. Integrating the charge density then gives

$$Q_s=-\varepsilon\int_0^\infty\frac{d^2\psi}{dx^2}\,dx
=\varepsilon\left(\frac{d\psi}{dx}\right)_0
=-\frac{\varepsilon kT}{qL}\sqrt{2\left(u_s-1+e^{-u_s}\right)}.$$

The capacitance is $C_D=-dQ_s/d\psi_s$. Since $d/d\psi_s=(q/kT)\,d/du_s$, the thermal voltage cancels:

$$C_D=\frac{\varepsilon}{L}\,\frac{1-e^{-u_s}}{\sqrt{2\left(u_s-1+e^{-u_s}\right)}},
\qquad
g(u)=\frac{2\left(u-1+e^{-u}\right)}{\left(1-e^{-u}\right)^2}.$$

When $e^{-u}$ is negligible, $g=2(u-1)$. Thus $c=1$, and with $L^2$ written out,

$$\frac{1}{C_D^2}\simeq\frac{2}{q\varepsilon N}\left(\psi_s-\frac{kT}{q}\right).$$

It is the extrapolated line that reaches zero at $\psi_s=kT/q$, not the curve. At that band bending $g(1)=2e^{-1}/(1-e^{-1})^2=1.84$. Near flat band, $u-1+e^{-u}\simeq u^2/2$ and $1-e^{-u}\simeq u$, so $g\to1$ and $C_D\to\varepsilon/L$, whereas the line would give $-2$ there. In strong accumulation, $u\to-\infty$, the exponentials dominate and $g\to2e^{u}$: the curve tends to zero without reaching it. For n-type silicon the signs of charge and potential are reversed, and the line meets zero at $\psi_s=-kT/q$.

The fit must therefore use points far enough into depletion. How far follows from the next term. Write $e=e^{-u}$ and keep first powers of $e$, using $(1-e)^{-2}\simeq1+2e$:

$$\frac g2\simeq(u-1+e)(1+2e)\simeq u-1+(2u-1)e.$$

Because $de/du=-e$, the derivative is

$$\frac{g'}2\simeq1+2e-(2u-1)e=1+(3-2u)e.$$

A tangent drawn at $u$ meets zero at $u-g/g'$. To the same order,

$$\frac g{g'}\simeq u-1+e\left[(2u-1)-(u-1)(3-2u)\right]=u-1+(2u^2-3u+2)e,$$

so that

$$u_{zero}\simeq1-(2u^2-3u+2)e^{-u}.$$

At $u=8$ the tangent meets zero at $0.964$, and at $u=10$ at $0.992$. A finite-difference solution of Poisson's equation, with the capacitance obtained from its linear response, gives the same three digits. At $u=4$ the formula gives $0.60$ and the numerical solution $0.53$; there the higher powers of $e^{-u}$ are no longer small. A fit that starts near $u=10$ thus has an error below one hundredth of $kT/q$ from this source.

The offset can be read as the width of the depletion edge. Let $h=p/N$, which rises from nearly zero at the depleted surface to one in the bulk. Then $dh/dx$ is a normalized distribution of edge positions. Integration by parts gives its first two moments,

$$\langle x\rangle=\int_0^\infty(1-h)\,dx=\frac{|Q_s|}{qN},\qquad
\langle x^2\rangle=2\int_0^\infty x(1-h)\,dx.$$

The second integral is fixed by the potential. Since $\int_0^\infty x\,\psi''\,dx=\left[x\psi'\right]_0^\infty-\int_0^\infty\psi'\,dx=\psi_s$, Poisson's equation yields

$$\psi_s=\frac{qN}{\varepsilon}\int_0^\infty x(1-h)\,dx,\qquad \langle x^2\rangle=\frac{2\varepsilon\psi_s}{qN}=2L^2u_s.$$

The charge found above gives $\langle x\rangle^2=2L^2(u_s-1)$ in depletion. The variance of the edge is therefore $2L^2$, independent of bias. The mean position equals $W=\varepsilon/C_D$, because that also has the square $2L^2(u_s-1)$. A sharp edge at $W$ would need the potential $qNW^2/2\varepsilon$; the spread about $W$ adds

$$\frac{qN}{2\varepsilon}\,2L^2=\frac{kT}{q}.$$

The same voltage is a pressure divided by a charge density. In equilibrium the electric force on the holes balances their pressure gradient, $dP=-qp\,d\psi$. The integral $q\int p\,d\psi$ from bulk to depleted surface is then the bulk hole pressure $P$, and the first integral becomes

$$\frac{\varepsilon}{2}\left(\frac{d\psi}{dx}\right)_0^2=qN\psi_s-P.$$

Here $C_D=\varepsilon\,d|\psi'_0|/d\psi_s=qN/|\psi'_0|$, so $1/C_D^2$ is proportional to $\psi_s-P/qN$. For a classical gas $P=NkT$, which restores $kT/q$. This form also covers degenerate holes. With $z$ the fugacity and $N_v$ the effective density of valence states, the Fermi gas has $p/N_v=z-z^2/2^{3/2}$ and $P/(N_vkT)=z-z^2/2^{5/2}$ to second order. Eliminating $z$ gives

$$\frac{P}{qp}\simeq\frac{kT}{q}\left(1+\frac{p}{2^{5/2}N_v}\right).$$

To use the line, one needs $C_D$ without the interface states. At a sufficiently high measuring frequency they do not follow the alternating voltage, although their occupation still follows the slow bias. They shift the gate voltage at which a given $\psi_s$ occurs, but leave the relation between $C_D$ and $\psi_s$ intact. The measured capacitance $C_{HF}$ is then a series connection, and

$$W=\varepsilon\left(\frac1{C_{HF}}-\frac1{C_{ox}}\right),\qquad
W^2=\frac{2\varepsilon}{qN}\left(\psi_s-\frac{kT}{q}\right).$$

Plot $W^2$ against $\psi_{rel}$, and let the fitted line meet zero at $\psi_{rel}=\psi_z$. The absolute band bending is

$$\psi_s=\psi_{rel}-\psi_z+\frac{kT}{q},$$

and the slope gives $N$ independently of the constant.

For an example, take a silicon capacitor at 300 K with $N=10^{16}$ cm$^{-3}$, a 10 nm oxide and relative permittivities 11.7 and 3.9. Then $kT/q=25.85$ mV, $L=40.9$ nm and $C_{ox}=345.3$ nF/cm$^2$. The intrinsic density is set to $n_i=10^{10}$ cm$^{-3}$, so strong inversion begins near $2\psi_B=2(kT/q)\ln(N/n_i)=0.714$ V. The interface-state density is

$$D_{it}=D_0\left[1+\left(\frac{\psi_s-\psi_B}{0.20\ \mathrm V}\right)^2\right],\qquad D_0=10^{11}\ \mathrm{cm^{-2}\,eV^{-1}},$$

and $V_{FB}=-0.900$ V. From these values two synthetic curves were computed. The low-frequency curve uses the equilibrium silicon charge, electrons included, in parallel with the interface states. The high-frequency curve uses the numerical solution of Poisson's equation, with the electrons held in place during the alternating cycle. The recipe was then applied as if $\psi_s$ and $V_{FB}$ were unknown, starting at $V_0=-1.60$ V.

The fit uses $W$ from 170 to 240 nm. By $u_s=1+W^2/2L^2$ this means $u_s$ from about 9.6 to 18.2, above the curved part and below strong inversion. Four of its points are:

| $V$ (V) | $\psi_{rel}$ (V) | $C_{HF}$ (nF/cm$^2$) | $W$ (nm) |
|---|---|---|---|
| −0.542 | 0.4027 | 51.71 | 170.35 |
| −0.454 | 0.4750 | 45.86 | 195.88 |
| −0.366 | 0.5488 | 41.62 | 218.90 |
| −0.278 | 0.6231 | 38.39 | 239.85 |

The outer two points suffice to follow the arithmetic. Their squares are 29,019 and 57,528 nm$^2$, a rise of 28,509 nm$^2$ over 0.2204 V. The line through them meets zero at

$$\psi_z=0.4027-0.2204\times\frac{29\,019}{28\,509}=0.178\ \mathrm V.$$

The least-squares line through all points gives 0.1783 V, and its slope gives $N=1.000\times10^{16}$ cm$^{-3}$. The starting band bending, where $\psi_{rel}=0$, is therefore $-0.1783+0.0259=-0.1524$ V, equal to the value put in to within 0.04 mV. Reading off the gate voltage at $\psi_s=0$ returns $V_{FB}=-0.900$ V.

Had the line's zero been assigned to $\psi_s=0$, every band bending would be too low by 25.9 mV. The flat-band voltage would be wrong by more, 46.9 mV, because the oxide takes its share:

$$\frac{dV}{d\psi_s}=1+\frac{C_s+qD_{it}}{C_{ox}},$$

where $C_s$ is the silicon capacitance. At flat band $C_s=\varepsilon/L=253$ nF/cm$^2$ and $qD_{it}=67$ nF/cm$^2$, so this factor is 1.93; at $\psi_s=kT/q$ it has fallen to 1.71. Interpreted as oxide charge at the interface, the error amounts to $C_{ox}\times46.9\ \mathrm{mV}/q=1.0\times10^{11}$ charges per cm$^2$.

Interface states that follow the high frequency can cause a large error, whose sign depends on how their response varies across the window. Take first the simplest assumption, a share that is the same at every bias. If 10% of their capacitance follows, with the same recipe and nearly the same window in apparent $W$, the starting potential comes out about 41 mV too high, more than the offset being fixed. The extra capacitance makes $W$ too small, by about 3% at the lower end of the window and about 7% at the upper end, where $C_D$ is smaller and $D_{it}$ larger. This lowers the slope and moves the zero to the left. The slope then gives $N=1.21\times10^{16}$ cm$^{-3}$. Real states do not follow with a constant share. In depletion they exchange charge with the holes at the surface, with a time constant $\tau\simeq e^{u_s}/(\sigma vN)$, where $\sigma$ is the capture cross-section and $v$ the thermal velocity, so the share that follows is largest at the lower end of the window and negligible at the upper end. This steepens the line and reverses the sign of the error. For a continuum of states, whose share at angular frequency $\omega$ is $\arctan(\omega\tau)/\omega\tau$, 10% at $u_s=9.6$ makes the starting potential 11 mV too low and gives $N=0.97\times10^{16}$ cm$^{-3}$. With $\sigma=10^{-15}$ cm$^2$ and $v=10^7$ cm/s the error is $-15$ mV at 10 kHz and $-0.2$ mV at 1 MHz. The doping then shifts by only a few percent or less, so it exposes the fault only if it is known that well; a higher frequency reduces the fault.

An error in $C_{ox}$ enters mainly through the integral. With $C_{ox}$ taken 1% too high, the potential at the starting bias is wrong by $-5.6$ mV, but the flat-band voltage by only 0.3 mV. Between these two points the gate moves 0.70 V and the silicon 0.152 V, so $\int(C_{LF}/C_{ox})\,dV=0.55$ V, and 1% of that is 5.5 mV. Most of the error thus builds up in accumulation, away from the points where the scale is fixed. The small flat-band error is also a partial cancellation: the integral alone would move $V_{FB}$ by about $+1.2$ mV, and the change in $W$ alone by about $-1.0$ mV.

Electrons limit the upper end of the fit if they follow the alternating voltage. Suppose they did so completely. For a fit from 0.25 to 0.47 V the zero would move by only $-0.05$ mV; extending the fit to 0.62 V would move it by $-10.6$ mV. The window also shrinks with heating. If $n_i$ is scaled as $T^{3/2}\exp(-E_g/2kT)$ with a gap $E_g=1.12$ eV, then at 400 K the offset is 34.5 mV and $2\psi_B$ has fallen to 0.55 V.

Uniform doping is a further condition. Let the acceptor density be $N(x)$ near the surface and $N$ deeper down, and let the depletion edge lie wholly in the uniform part. The holes at the edge then respond as before, so $W=\varepsilon/C_D$ keeps its meaning, but the first moment of the charge changes. The zero moves by

$$\Delta\psi=\frac q\varepsilon\int_0^\infty x\left[N(x)-N\right]dx.$$

For a deficit of 30% at the surface that decreases linearly to nothing at depth $d=80$ nm, the integral is $-0.3N\int_0^d x(1-x/d)\,dx=-0.3Nd^2/6$, which gives $\Delta\psi=-4.95$ mV. The numerical solution, fitted between $u_s=14$ and 20, gives $-4.94$ mV. Assigning the zero to $kT/q$ would then make all band bendings 5 mV too high. The slope, taken beyond the deficit, still gives the bulk doping and does not reveal it.

Incomplete ionization has a smaller effect at this doping. Let $a$ be the ratio of neutral to ionized acceptors in the bulk. This ratio is proportional to the hole density, so the ionized fraction is $1/(1+ae^{-u})$. Far into depletion all acceptors are ionized; the charge missing nearer the bulk and the holes together give

$$c=\int_0^\infty\frac{ae^{-u}}{1+ae^{-u}}\,du+\frac1{1+a}=\ln(1+a)+\frac1{1+a}\simeq1+\frac{a^2}2.$$

The second term is the bulk hole density divided by $N$, and the linear terms in $a$ cancel. With a level 45 meV above the valence band, fourfold degeneracy and $N_v=3\times10^{19}$ cm$^{-3}$, one finds $a=0.0075$ and a change of only $3\times10^{-5}$ in $c$. At $N=10^{18}$ cm$^{-3}$ the same parameters give $a=0.51$ and $c=1.07$, while degeneracy alone gives $1.006$. With these parameters the offset departs from $kT/q$ by about 2 mV. The 45 meV level belongs to dilute boron; at such high doping the level becomes shallower, which makes the departure smaller.

The silicon and oxide parameters used here are rough typical values. The interface-state density is that of a moderately good interface; a well-annealed one may have about $10^{10}$ cm$^{-2}$ eV$^{-1}$. Boron tends to pass from silicon into a growing oxide, so real p-type samples can break the assumption of uniform doping, by an amount that depends on the process; the 5 mV above belongs to the assumed profile. Over the voltage sweep the oxide field differs from its flat-band value by less than 0.6 MV/cm, against a breakdown field of roughly 10 MV/cm. A rectangular-barrier estimate, with a 3 eV barrier lowered by half the oxide drop and a mass of 0.4 electron masses, puts the tunnelling probability near $10^{-46}$. Lateral variations of surface potential are outside this one-dimensional model and have not been sized.
